\section*{How can evanescent waves carry a tunnelling current?}

\section*{Question}

I am calculating the transmission of an electron through a rectangular barrier by matching wave functions at the two faces. Inside the barrier the energy lies below the potential, so the solutions are the real exponentials $e^{-\kappa x}$ and $e^{\kappa x}$. I have been told that such evanescent waves carry no current, and for $e^{-\kappa x}$ I can confirm it: the function is real, and the current formula gives zero.

But electrons do come out on the far side. In a stationary state the current must be the same everywhere, so it must also flow inside the barrier, where there are just these two waves. If neither carries current, what does?

It gets worse when I look at the coefficients. For an energy of 1 eV and a barrier 3 eV high and 5 \AA{} wide, the growing exponential has less than a thousandth of the amplitude of the decaying one at the entrance. I would have dropped it as negligible. Is that allowed? And does any of this survive in a crystal, where the waves in a band gap are not plain exponentials?

\section*{Answer}

The statement you were told is true of one evanescent wave. It does not carry over to a sum of two, because the current is quadratic in the wave function: the current of a sum contains products of one wave with the other, besides the currents of the separate waves. Let us calculate those products.

\subsection*{The current inside the barrier}

I use atomic units in the algebra, so $\hbar=m=1$, and take one dimension, a real potential $V(x)$ and a stationary state of real energy $E$:
\begin{equation}
-\tfrac12\psi''+V\psi=E\psi ,\qquad j=\operatorname{Im}(\psi^*\psi').
\label{eq:se}
\end{equation}
The current does not depend on position. Differentiating it and inserting $\psi''=2(V-E)\psi$ gives
\begin{equation}
j'=\operatorname{Im}\left(|\psi'|^2+\psi^*\psi''\right)
=\operatorname{Im}\left(|\psi'|^2+2(V-E)|\psi|^2\right)=0,
\label{eq:cons}
\end{equation}
because everything in the bracket is real.

In a flat barrier with $V>E$, put $\kappa=\sqrt{2(V-E)}$. The general solution and its slope are
\begin{equation}
\psi=Ae^{-\kappa x}+Be^{\kappa x},\qquad
\psi'=\kappa\left(-Ae^{-\kappa x}+Be^{\kappa x}\right),
\end{equation}
with complex $A$ and $B$. Multiplying out,
\begin{equation}
\psi^*\psi'=\kappa\left[-|A|^2e^{-2\kappa x}+|B|^2e^{2\kappa x}
+A^*B-AB^*\right].
\end{equation}
The first two terms come from the separate waves. They are real and drop out of the imaginary part, whatever the phases of $A$ and $B$. In the cross terms the exponentials have cancelled, since $e^{-\kappa x}e^{\kappa x}=1$. A number minus its complex conjugate is $2i$ times its imaginary part, so
\begin{equation}
j=2\kappa\operatorname{Im}(A^*B).
\label{eq:cross}
\end{equation}
This is the whole current in the barrier. It is independent of $x$, as \eqref{eq:cons} demands, and it vanishes if either coefficient is zero. It therefore belongs to the pair, and there is no sense in asking which of the two waves carries how much of it.

Propagating waves behave in the opposite way. For $\psi=e^{ikx}+re^{-ikx}$,
\begin{equation}
\psi^*\psi'=ik\left[1-|r|^2+r^*e^{2ikx}-re^{-2ikx}\right].
\end{equation}
Here the last two terms are a number minus its conjugate, hence imaginary. The prefactor $ik$ makes them real, and they drop out:
\begin{equation}
j=k\left(1-|r|^2\right).
\label{eq:lead}
\end{equation}
Currents of opposite propagating waves can be added separately; those of opposite evanescent waves cannot.

\subsection*{Why a phase difference is needed}

Write $\psi=|\psi|e^{i\varphi}$. Then $\psi^*\psi'=|\psi||\psi|'+i|\psi|^2\varphi'$, and
\begin{equation}
j=|\psi|^2\varphi' .
\label{eq:phase}
\end{equation}
A current requires a phase that changes with position. The function $Ae^{-\kappa x}$ has the phase of $A$ everywhere, so its current is zero. If $A$ and $B$ have different phases, the phase of the sum turns from one towards the other as the balance of the two terms shifts. If their phases differ by $0$ or $\pi$, the sum is a real function times a constant, and again there is no current. Having both exponentials is necessary but not sufficient.

\subsection*{What the exit face does}

Let the barrier occupy $0<x<d$, with $V=0$ outside and $k=\sqrt{2E}$. The electron arrives from the left with unit amplitude:
\begin{equation}
\psi=\begin{cases}
e^{ikx}+re^{-ikx}, & x<0,\\
te^{ik(x-d)}, & x>d.
\end{cases}
\end{equation}
Measuring the phase of the outgoing wave from $x=d$ makes $t$ the value of $\psi$ at the exit. Continuity of $\psi$ and $\psi'$ there reads
\begin{align}
Ae^{-\kappa d}+Be^{\kappa d}&=t,\\
-Ae^{-\kappa d}+Be^{\kappa d}&=\frac{ik}{\kappa}\,t,
\end{align}
where the second line has been divided by $\kappa$. Half the difference and half the sum are
\begin{equation}
Ae^{-\kappa d}=\frac t2\left(1-\frac{ik}{\kappa}\right),\qquad
Be^{\kappa d}=\frac t2\left(1+\frac{ik}{\kappa}\right).
\label{eq:exit}
\end{equation}
The two brackets are complex conjugates, so at the exit the two parts of the wave function are equally large. With $\tan\theta=k/\kappa$ and $0<\theta<\pi/2$, the brackets have phases $-\theta$ and $+\theta$. Dividing the second equation by the first gives
\begin{equation}
\frac BA=e^{-2\kappa d}\,e^{2i\theta}.
\label{eq:ratio}
\end{equation}
One can read this as an evanescent reflection. The decaying wave reaches the exit face with amplitude $Ae^{-\kappa d}$, and the face sends back a wave that decays towards the left, which is the one we call growing. The modulus of this reflection coefficient is one, and its phase is $2\theta$. That phase supplies the current.

To verify that the cross term accounts for all of the transmission, multiply the conjugate of the first equation in \eqref{eq:exit} by the second. The exponentials cancel:
\begin{equation}
A^*B=\frac{|t|^2}{4}\left(1+\frac{ik}{\kappa}\right)^2,\qquad
\operatorname{Im}(A^*B)=\frac{|t|^2}{4}\,\frac{2k}{\kappa}
=\frac{k|t|^2}{2\kappa}.
\end{equation}
Equation \eqref{eq:cross} then gives $j=k|t|^2$, which is the current of the outgoing wave. The incident wave alone has current $k$, so the transmission is $T=j/k=|t|^2$.

\subsection*{How large the current is}

The entrance face fixes $A$. Continuity at $x=0$ requires
\begin{equation}
1+r=A+B,\qquad ik(1-r)=\kappa(B-A).
\end{equation}
Multiplying the first equation by $ik$ and adding the second removes $r$:
\begin{equation}
2ik=(ik-\kappa)A+(ik+\kappa)B.
\label{eq:entry}
\end{equation}
Let $D=e^{-2\kappa d}$ and insert $B=De^{2i\theta}A$. Since $(ik+\kappa)/(ik-\kappa)=-(\kappa+ik)/(\kappa-ik)=-e^{2i\theta}$, division by $ik-\kappa$ leads to
\begin{equation}
A=\frac{A_\infty}{1-De^{4i\theta}},\qquad
A_\infty=\frac{2ik}{ik-\kappa},\qquad
|A_\infty|=\frac{2k}{\sqrt{k^2+\kappa^2}}=2\sin\theta .
\label{eq:A}
\end{equation}
From \eqref{eq:ratio}, $\operatorname{Im}(A^*B)=|A|^2D\sin2\theta$. With $\kappa/k=\cos\theta/\sin\theta$,
\begin{equation}
T=\frac{2\kappa}{k}|A|^2D\sin2\theta
=\frac{8\sin\theta\cos\theta\,\sin2\theta\,D}{|1-De^{4i\theta}|^2}
=\frac{4D\sin^22\theta}{|1-De^{4i\theta}|^2}.
\label{eq:T1}
\end{equation}
The denominator is
\begin{equation}
1-2D\cos4\theta+D^2=(1-D)^2+2D(1-\cos4\theta)
=(1-D)^2+4D\sin^22\theta .
\end{equation}
Dividing numerator and denominator by $D$, and using $(1-D)^2/D=(e^{\kappa d}-e^{-\kappa d})^2=4\sinh^2\kappa d$, we find
\begin{equation}
T=\left[1+\frac{\sinh^2\kappa d}{\sin^22\theta}\right]^{-1}.
\label{eq:T}
\end{equation}
For a vanishing width $T\to1$, as it should. For a thick barrier, $D\ll1$, equation \eqref{eq:T1} reduces to
\begin{equation}
T\approx4\sin^2(2\theta)\,e^{-2\kappa d}.
\label{eq:thick}
\end{equation}

When $E$ approaches $V$, $\kappa$ goes to zero and the two exponentials merge. The barrier solution becomes $\alpha+\beta x$, with current $\operatorname{Im}(\alpha^*\beta)$: still a cross term. In this limit $\sin2\theta=2k\kappa/(k^2+\kappa^2)\to2\kappa/k$ and $\sinh\kappa d\to\kappa d$, so $T\to1/(1+k^2d^2/4)$, which is finite.

\subsection*{May the growing wave be dropped?}

For the density at the entrance of a thick barrier, $D\ll1$, yes, to good accuracy. For the current, no. At $x=0$,
\begin{equation}
|\psi|^2=|A|^2+|B|^2+2\operatorname{Re}(A^*B).
\end{equation}
This has a large term, $|A|^2$, that does not involve $B$. Dropping $B$ changes the density by a relative amount of order $|B/A|=D$. The current \eqref{eq:cross} has no term without $B$. It is itself of first order in $B/A$, so dropping $B$ removes all of it. In a thick barrier the two share the same exponential: since $|B/A|=D$, equation \eqref{eq:thick} reads $T\approx4\sin^2(2\theta)\,|B/A|$. The factor $\sin^22\theta$ is a separate source of smallness. It goes to zero with $E$, so at very low energy $T$ can be small even when $|B/A|$ is not.

Setting $B=0$ also has a physical meaning: it describes a barrier that never ends, so that there is no exit face to send a wave back. Equation \eqref{eq:entry} then gives $A=A_\infty$ and $r=A_\infty-1=(ik+\kappa)/(ik-\kappa)$, which has modulus one. The electron is totally reflected, although its density reaches into the barrier. This is the situation in which ``evanescent waves carry no current'' applies as it stands.

\subsection*{Your barrier in numbers}

For $E=1$ eV and $V=3$ eV the program gives $k=0.5123$ \AA$^{-1}$ and $\kappa=0.7245$ \AA$^{-1}$ (0.3834 in atomic units). The ratio $k/\kappa=\sqrt{1/2}$ gives $\theta=35.26^\circ$, so the phase difference between $B$ and $A$ is $70.53^\circ$. With $d=5$ \AA,
\begin{equation}
\kappa d=3.623,\qquad D=e^{-2\kappa d}=7.136\times10^{-4}.
\end{equation}
The amplitudes are $|A|=1.1541$ and $|B|=|A|D=8.235\times10^{-4}$. Hence
\begin{align}
\operatorname{Im}(A^*B)&=1.1541\times8.235\times10^{-4}\times\sin70.53^\circ
=8.960\times10^{-4},\\
T&=\frac{2\times0.7245}{0.5123}\times8.960\times10^{-4}
=2.534\times10^{-3}.
\end{align}
Direct integration of the Schr\"odinger equation through the barrier, which makes no use of the two exponentials, gives the same $T$. The thick-barrier formula \eqref{eq:thick} gives $2.537\times10^{-3}$, too large by 0.11\% of $T$.

The next table shows the squared moduli of the two parts and the current from the direct integration, divided by the incident current.
\begin{center}
\begin{tabular}{cccc}
$x$ (\AA) & $|Ae^{-\kappa x}|^2$ & $|Be^{\kappa x}|^2$ & $j/k$\\
\hline
0.0 & $1.332$ & $6.78\times10^{-7}$ & $2.534\times10^{-3}$\\
2.5 & $3.558\times10^{-2}$ & $2.539\times10^{-5}$ & $2.534\times10^{-3}$\\
5.0 & $9.504\times10^{-4}$ & $9.504\times10^{-4}$ & $2.534\times10^{-3}$
\end{tabular}
\end{center}
At the entrance the squared moduli differ by a factor of about two million; at the exit they are equal. The current is the same in all three rows.

If the term in $B$ is deleted while $A$ keeps the value found above, the density at the entrance falls from $|A+B|^2$ to $|A|^2$, by $4.8\times10^{-4}$ of $|A+B|^2$, while the current goes from $2.534\times10^{-3}$ to zero. At the exit even the density is badly wrong: it becomes $9.50\times10^{-4}$ instead of $|t|^2=2.534\times10^{-3}$.

The phase picture fits these numbers. At the entrance $\psi$ has nearly the phase of $A$. At the exit two equally large parts, $2\theta$ apart in phase, add up to a wave whose phase lies halfway between them. Across the barrier the phase thus advances by almost $\theta$, here about $35^\circ$. Where the density is large, a minute phase gradient is enough for the current \eqref{eq:phase}.

\subsection*{Two exponentials and still no current}

Now suppose that the region behind the barrier is a plateau of height 2 eV instead of zero. At 1 eV the electron cannot propagate there either, and its wave function is $ce^{-q(x-d)}$ with real $q$. Matching at $x=d$ gives
\begin{equation}
Ae^{-\kappa d}+Be^{\kappa d}=c,\qquad
-Ae^{-\kappa d}+Be^{\kappa d}=-\frac q\kappa\,c ,
\end{equation}
and, again from half the sum and half the difference,
\begin{equation}
\frac BA=e^{-2\kappa d}\,\frac{1-q/\kappa}{1+q/\kappa}
=e^{-2\kappa d}\,\frac{\kappa-q}{\kappa+q}.
\end{equation}
This is \eqref{eq:ratio} with $ik$ replaced by $-q$. The ratio is real, so $\operatorname{Im}(A^*B)=0$ and no current flows; by \eqref{eq:lead}, $|r|=1$. Here $q=0.5123$ \AA$^{-1}$ and $B/A=1.22\times10^{-4}$. The growing wave is present, but it lacks the phase that an open exit would give it.

\subsection*{Evanescent waves in a crystal}

The argument survives in a one-dimensional crystal with a real potential of period $a$. Integrating \eqref{eq:se} over one cell maps the pair $(\psi,\psi')$ at $x$ linearly onto the pair at $x+a$. The matrix of this map is real. For any two solutions $f$ and $g$ the combination
\begin{equation}
W=fg'-f'g
\end{equation}
is constant, because $W'=fg''-f''g=2(V-E)(fg-fg)=0$. The matrix therefore has determinant one, and its eigenvalues are $\lambda$ and $1/\lambda$. In a band they are complex with modulus one. Inside a gap they are real, with $|\lambda|<1$ for the decaying solution:
\begin{equation}
f(x+a)=\lambda f(x),\qquad g(x+a)=\lambda^{-1}g(x).
\end{equation}
One such wave alone would have $j(x+a)=\lambda^2j(x)$. But $j$ is constant, and $\lambda^2\ne1$, so $j=0$. This proof does not require the wave to be an exponential.

For the pair, note that a real matrix with real, distinct eigenvalues has real eigenvectors, so $f$ and $g$ can be chosen real. With $\psi=Af+Bg$,
\begin{equation}
\psi^*\psi'=|A|^2ff'+|B|^2gg'+A^*B\,fg'+AB^*\,f'g .
\end{equation}
The first two terms are real. Since $\operatorname{Im}(AB^*)=-\operatorname{Im}(A^*B)$,
\begin{equation}
j=W\operatorname{Im}(A^*B).
\label{eq:bloch}
\end{equation}
For $f=e^{-\kappa x}$ and $g=e^{\kappa x}$ one finds $W=\kappa+\kappa=2\kappa$, which restores \eqref{eq:cross}.

As an example take $V(x)=2V_1\cos(2\pi x/a)$ with $V_1=1$ eV and $a=3$ \AA. This potential has a gap from 3.149 to 5.147 eV. At $E=3.7$ eV the electron is above the highest point of the potential, 2 eV, so no place is classically forbidden. The waves are nevertheless evanescent, with $\lambda=-0.7090$. Writing $\lambda=e^{iKa}$ gives a complex wavenumber,
\begin{equation}
K=\frac\pi a+i\kappa_{\rm B},\qquad
\kappa_{\rm B}=-\frac{\ln0.7090}{3\ \text{\AA}}=0.1146\ \text{\AA}^{-1}.
\end{equation}
This is a point on the complex band structure: diagonalizing the plane-wave Hamiltonian at this $K$ returns the energy 3.7 eV. The real part $\pi/a$ makes the wave change sign from cell to cell. It does not make it carry current, and the program confirms that the single wave has none within numerical accuracy.

Six cells of this crystal, occupying $0<x<6a$ and so cut at maxima of the potential, between leads at $V=0$ transmit $T=0.04968$, by direct integration. The value depends on where the crystal is cut; with cuts at the minima it is $0.0514$. Splitting the same wave function into $f$ and $g$ and evaluating \eqref{eq:bloch} gives $j/k=0.04968$. The cross term again supplies the whole current.

This proof is for one dimension. In a three-dimensional crystal, or a wire with several transverse channels, $\lambda$ inside a gap can be complex with $|\lambda|\ne1$, and the waves cannot then be chosen real. What is conserved is the current integrated over the cross-section. The cross term between two waves with factors $\lambda_1$ and $\lambda_2$ is multiplied by $\lambda_1^*\lambda_2$ from cell to cell, so it can be nonzero only if $\lambda_2=1/\lambda_1^*$. A single evanescent wave therefore still carries no integrated current along the direction of decay, although its local current density need not vanish, and its current-carrying partner is the growing wave with factor $1/\lambda^*$. For real $\lambda$ this is the pair used above.

\subsection*{Where the statement stops holding}

The vanishing current of a single evanescent wave refers to the direction of decay. At oblique incidence the wave $e^{-\kappa x}e^{ik_yy}$ has no current along $x$ but carries $k_y|\psi|^2$ along the face. In one dimension the result rests on a real potential. Suppose electrons are absorbed, described by $V-i\eta$ with $\eta>0$ and time factor $e^{-iEt}$. Then \eqref{eq:cons} becomes $j'=-2\eta|\psi|^2$. For a wave that decays to zero at large $x$, integration from $x$ to infinity gives
\begin{equation}
j(x)=2\eta\int_x^\infty|\psi(y)|^2\,dy>0 .
\end{equation}
A single decaying wave now does carry current, namely what is needed to replace the electrons absorbed further on. Its decay constant is no longer real, so its phase varies with position, in agreement with \eqref{eq:phase}.

For your calculation the rule is this. In a region that extends to infinity, keep the decaying wave alone; with a real potential it carries no current in the direction in which it decays. In a barrier of finite width, keep both waves, however small one of them looks at the entrance.

\section*{Numbers as computed}
\begin{verbatim}
FLAT BARRIER (incident amplitude 1, currents / incident current)
energy E = 1.0 eV, height V = 3.0 eV, width d = 5.0 angstrom
lead wavenumber k = 0.5123 1/angstrom
decay constant kappa = 0.7245 1/angstrom = 0.3834 1/bohr
kappa d = 3.6226, exp(-2 kappa d) = 7.1355e-04
theta = 35.26 deg, phase of B/A = 70.53 deg
A = 0.66672 -0.94199 i, |A| = 1.15406
B = 7.9230e-04 +2.2448e-04 i, |B| = 8.2348e-04
A for infinite width = 0.66667 -0.94281 i
Im(A* B) = 8.9600e-04
T, closed formula = 2.53427e-03
T, direct integration = 2.53427e-03
cross-term current = 2.53427e-03
T, thick-barrier formula = 2.53708e-03
thick-barrier relative error = 1.11e-03
x = 0.0 angstrom: |decaying|^2 = 1.3319e+00, |growing|^2 = 6.7813e-07, current = 2.53427e-03
x = 2.5 angstrom: |decaying|^2 = 3.5577e-02, |growing|^2 = 2.5386e-05, current = 2.53427e-03
x = 5.0 angstrom: |decaying|^2 = 9.5035e-04, |growing|^2 = 9.5035e-04, current = 2.53427e-03
B dropped: relative density change at x = 0: -4.76e-04
B dropped: |current| below 1e-8 of T: True
BLOCKED EXIT
plateau behind barrier = 2.0 eV, q = 0.5123 1/angstrom
B/A = 1.2243e-04 (real), |r|^2 = 1.000000
|current| below 1e-8 of the open-exit T: True
PERIODIC BARRIER
V1 = 1.0 eV, cell a = 3.0 angstrom, cells = 6, E = 3.7 eV
highest potential = 2.000 eV
gap from 3.1491 to 5.1473 eV
factor per cell lambda = -0.70901
decay constant = 0.11463 1/angstrom
energy from plane waves at complex k = 3.700000 eV
single evanescent Bloch wave: max|j|/max|psi psi'| below 1e-7: True
propagating Bloch wave, k = pi/(2a): max|j|/max|psi psi'| = 0.838
T, direct integration = 0.049681
cross-term current = 0.049681
\end{verbatim}
